# Variance correction to endpoint-average redox free energies in non-Gaussian solvents

## Problem

A solute in a periodic cell of liquid has a reduced state with energy surface $H_0$ and an oxidised state with energy surface $H_1$. Both are functions of the same nuclear coordinates, the nuclei are classical, and the kinetic energy is the same in both states. The vertical gap is $X=H_1-H_0$, with the removed electron placed at a fixed reference electrode. Linear coupling uses

$$H_\lambda=H_0+\lambda X,\qquad 0\le\lambda\le1 .$$

Averages in the ensemble of $H_\lambda$ are written $\langle\cdot\rangle_\lambda$, and the variance of $X$ there is $\mathrm{var}_\lambda$. The wanted quantity is $\Delta A=A_1-A_0$. With simulations of the two real states alone, the simplest estimate is the endpoint average

$$T=\tfrac12\left(\langle X\rangle_0+\langle X\rangle_1\right).$$

(a) Show that adding $(\mathrm{var}_1-\mathrm{var}_0)/(12kT)$ to $T$ removes its leading error, and find what remains.

(b) The solvent has two structures, $a$ and $b$. In structure $s$ there is one harmonic coordinate $q$ of stiffness $K$, with $H_0=\epsilon_s+\tfrac12Kq^2$ and $X=m_s+g_sq$. Let $\Lambda_s=g_s^2/2K$ be the reorganisation energy and $w_s$ the population at $\lambda=0$. Find $\Delta A$ and both estimates for $T_{\rm abs}=298.15$ K, $m_a=2.10$ eV, $m_b=2.08$ eV, $\Lambda_a=0.80$ eV, $\Lambda_b=0.85$ eV and $w_b=0.20$.

(c) Judge whether the correction matters beside finite-cell, quantum and sampling errors.

Throughout, $\beta=1/kT$, and an error is the estimate minus the exact value of the stated model.

## Hints

1. Write $\Delta A$ as an integral of $f(\lambda)=\langle X\rangle_\lambda$. What is the slope of $f$?
2. Integrate $\int_0^1\lambda(1-\lambda)f''\,d\lambda$ by parts twice.
3. Replace the weight $\lambda(1-\lambda)/2$ by its mean, and treat the difference separately.
4. In (b), complete the square in each structure. The total variance has a part within structures and a part between them.

## Solution

### (a) The correction and its remainder

**From free energy to cumulants.** Let $Z_\lambda=\int e^{-\beta(H_0+\lambda X)}$ and $A(\lambda)=-kT\ln Z_\lambda$. Assume that $Z_\lambda$ is finite on an interval slightly larger than $[0,1]$, so that it may be differentiated under the integral. Then

$$A'(\lambda)=-kT\frac{Z'_\lambda}{Z_\lambda}=\langle X\rangle_\lambda=f(\lambda),\qquad \Delta A=\int_0^1 f\,d\lambda .$$

The cumulants $\kappa_n(\lambda)$ of $X$ are the derivatives at $t=0$ of

$$\ln\langle e^{tX}\rangle_\lambda=\ln Z_{\lambda-kTt}-\ln Z_\lambda .$$

Each derivative in $t$ brings a factor $-kT$ and a derivative in $\lambda$, so $\kappa_n=(-kT)^n\,d^n\ln Z_\lambda/d\lambda^n$. Therefore $\kappa_{n+1}=-kT\,d\kappa_n/d\lambda$, or

$$\frac{d\kappa_n}{d\lambda}=-\beta\kappa_{n+1}.$$

Since $f=\kappa_1$ and $\mathrm{var}=\kappa_2$,

$$f'=-\beta\,\mathrm{var}_\lambda,\qquad f''=\beta^2\kappa_3,\qquad f''''=\beta^4\kappa_5 .$$

The first relation says that the solvent responds to the coupling by lowering the gap, in proportion to the gap fluctuations.

**Error of the endpoint average.** Integrate by parts twice. In the first step the boundary term vanishes because $\lambda(1-\lambda)$ is zero at both ends:

$$\int_0^1\lambda(1-\lambda)f''\,d\lambda=-\int_0^1(1-2\lambda)f'\,d\lambda
=f(1)+f(0)-2\int_0^1f\,d\lambda .$$

Half of this is $T-\Delta A$, hence

$$T-\Delta A=\frac{\beta^2}{2}\int_0^1\lambda(1-\lambda)\,\kappa_3(\lambda)\,d\lambda .\tag{1}$$

If the gap is Gaussian at $\lambda=0$, the factor $e^{-\beta\lambda X}$ moves the Gaussian without changing its width. Then $\kappa_3=0$ along the path, $T=\Delta A$, and the endpoint variances are equal. Unequal variances thus reveal a non-Gaussian gap. Equal variances do not prove a Gaussian one, because $\kappa_3$ may change sign along the path.

**Separating the leading part.** The mean of $\lambda(1-\lambda)/2$ on $[0,1]$ is $\tfrac12(\tfrac12-\tfrac13)=\tfrac1{12}$. Write

$$\frac{\lambda(1-\lambda)}2=\frac1{12}+g(\lambda),\qquad g(\lambda)=\frac{\lambda-\lambda^2}{2}-\frac1{12}.$$

The constant part contributes

$$\frac1{12}\int_0^1f''\,d\lambda=\frac{f'(1)-f'(0)}{12}=-\frac{\mathrm{var}_1-\mathrm{var}_0}{12kT}.$$

This is an error of $T$, so it is removed by adding the same quantity with a plus sign.

For the rest, define $G(\lambda)=-\lambda^2(1-\lambda)^2/24$. Expanding, $\lambda^2(1-\lambda)^2=\lambda^2-2\lambda^3+\lambda^4$ has second derivative $2-12\lambda+12\lambda^2$, so $G''=g$. Both $G$ and $G'$ vanish at both ends, and two integrations by parts give $\int gf''\,d\lambda=\int Gf''''\,d\lambda$. Collecting terms,

$$\boxed{\Delta A=T+\frac{\mathrm{var}_1-\mathrm{var}_0}{12kT}+\frac{\beta^4}{24}\int_0^1\lambda^2(1-\lambda)^2\kappa_5(\lambda)\,d\lambda}\tag{2}$$

The weight is nonnegative and $\int_0^1\lambda^2(1-\lambda)^2d\lambda=\tfrac13-\tfrac12+\tfrac15=\tfrac1{30}$. For continuous $\kappa_5$ the remainder is therefore $\beta^4\kappa_5(\xi)/720$ at some $\xi$ in $[0,1]$.

**In what sense the removed error is leading.** Let $X=c+sY$, with $H_0$, $Y$ and temperature fixed. The constant $c$ shifts $T$ and $\Delta A$ equally. The $n$th cumulant carries a factor $s^n$, and as $s\to0$ the ensembles along the path approach that of $H_0$. If $\kappa_3^Y$ and $\kappa_5^Y$ are nonzero there, the errors before and after correction tend to

$$\frac{\beta^2s^3\kappa_3^Y}{12}\quad\text{and}\quad-\frac{\beta^4s^5\kappa_5^Y}{720}.$$

For the model of part (b), halving $s$ from 0.001 to 0.0005 gives measured orders 3.002 and 5.002. These limits hold only for small $s$. At $s=1$, the case worked in (b), the uncorrected error is about 4.6 times its limiting form, and the corrected error has the opposite sign to its limiting form.

One physical route to this limit is a gap built from $N$ independent, identical solvent contributions, each scaled by $N^{-1/2}$ to hold the total variance at $\lambda=0$ fixed. Cumulants of independent parts add, so the errors scale as $N\cdot N^{-3/2}=N^{-1/2}$ and $N\cdot N^{-5/2}=N^{-3/2}$. A collective change of solvent structure is not such a sum, and there the correction needs more care.

### (b) The two-structure solvent

**Closed forms.** Within structure $s$,

$$H_\lambda=\epsilon_s+\lambda m_s+\frac K2\left(q+\frac{\lambda g_s}{K}\right)^2-\lambda^2\Lambda_s .$$

The Gaussian integral over $q$ is the same for both structures and all $\lambda$. Up to a common constant, $\epsilon_s=-kT\ln w_s$, so the populations are

$$p_s(\lambda)\propto w_s\,e^{-\beta(\lambda m_s-\lambda^2\Lambda_s)} .$$

The mean coordinate is $-\lambda g_s/K$ and its variance is $kT/K$. The gap in structure $s$ thus has mean $\mu_s=m_s-2\lambda\Lambda_s$ and variance $g_s^2kT/K=2\Lambda_skT$. For the mixture,

$$\mathrm{var}_\lambda=2kT\sum_sp_s\Lambda_s+p_ap_b(\mu_a-\mu_b)^2 .\tag{3}$$

Each structure alone is Gaussian. The mixture is not, and its composition changes with $\lambda$.

**Exact free energy.** Here $kT=0.025693$ eV, $m_a-\Lambda_a=1.30$ eV and $m_b-\Lambda_b=1.23$ eV. Summing over structures,

$$\Delta A=1.30-kT\ln\left(0.80+0.20\,e^{0.07/kT}\right)=1.26537\ \text{eV}.$$

The same Boltzmann factor raises the population of $b$ from 0.2000 in the reduced state to 0.7922 in the oxidised state.

**Endpoint average.** The reduced mean is $2.10-0.20\times0.02=2.096$ eV. In the oxidised state $\mu_a=0.50$ eV and $\mu_b=0.38$ eV, so the mean is $0.50-0.7922\times0.12=0.40494$ eV. Hence $T=1.25047$ eV, with an error of $-14.90$ meV.

**Correction.** Equation (3) gives variances of 0.041686 and 0.045514 eV², so

$$\frac{0.045514-0.041686}{12\times0.025693}=0.01242\ \text{eV}.$$

The corrected estimate is 1.26288 eV, with an error of $-2.48$ meV. The correction has removed about 83% of the error. Direct integration of the third cumulant in (1) gives $-14.90$ meV, and minus the fifth-cumulant remainder in (2) gives $-2.48$ meV, in agreement with the two errors.

The correction has two sources. The within-structure variance changes by $2kT(\Lambda_b-\Lambda_a)$ times the population change 0.5922, which contributes $0.05\times0.5922/6$ eV, or 4.9 meV. The between-structure variance supplies the other 7.5 meV. A simulation must therefore sample the exchange between structures. If the reduced run stays in $a$ and the oxidised run stays in $b$, the average is $(2.10+0.38)/2=1.24$ eV and the correction is $0.05/6=0.0083$ eV. The result is in error by $-17.03$ meV, worse than the properly sampled average without correction.

### (c) Does the correction matter in practice?

**Real case.** The parameters are loosely modelled on aqueous iodide losing one electron. Its potential is roughly 1.3 V against the hydrogen electrode, and the gaps were placed to give a similar $\Delta A$, so the agreement is no prediction. The reorganisation energies are too small: a vertical ionisation energy of roughly 8 eV, with the hydrogen electrode roughly 4.4 eV below vacuum, suggests $8-4.4-1.3=2.3$ eV. The two structures and their populations are illustrative. Adding the same energy to both $m_s$ and both $\Lambda_s$ leaves $m_s-\Lambda_s$, the populations and the variance difference unchanged. It adds to $f$ a term proportional to $1-2\lambda$, which the endpoint average integrates without error. Both errors in (b) therefore survive this change, but the sampling noise below grows.

**Finite cell.** Take a cubic cell of edge $L=1.25$ nm, relative permittivity $\varepsilon=78$ and an ion cavity of radius $R=0.22$ nm, the last two being rough. The cell is neutralised by a uniform background, and its average potential is set to zero. Images and background produce a potential $-\alpha Q/(4\pi\varepsilon_0L)$ at an ion of charge $Q$, with $\alpha=2.837297$. Screening divides it by $\varepsilon$, and charging the ion gives a factor $\tfrac12$.

A second term comes from the cavity. At high permittivity, polarisation places $-Q$ on the cavity surface, and the potential inside is proportional to $Q(1/r-1/R)$. Its cell average contains

$$\frac{Q}{L^3}\int_0^R4\pi r^2\left(\frac1r-\frac1R\right)dr=\frac{2\pi QR^2}{3L^3},$$

which must be subtracted to restore zero average. The background inside the cavity, of density $-Q/L^3$, is not cancelled by solvent. With its own surface screening it adds an equal shift, of the same sign, to the potential at the ion. Multiplying the sum by $Q/2$, and including a factor $1-1/\varepsilon$ so that the term vanishes without a dielectric, gives the estimate

$$A_{\rm cell}-A_\infty\approx-\frac{Q^2}{4\pi\varepsilon_0}\left[\frac{\alpha}{2\varepsilon L}+\left(1-\frac1\varepsilon\right)\frac{2\pi R^2}{3L^3}\right].$$

The reduced ion has $Q=-e$ and the oxidised atom has $Q=0$, so the cell makes $\Delta A$ too large by roughly 21 meV from the first term and 74 meV from the second, about 95 meV in all. This exceeds the non-Gaussian error several times over. The cavity term grows as $R^2$, so it is only as good as the radius: about 49 meV for $R=0.18$ nm and 103 meV for $R=0.26$ nm. It does not depend on the choice of potential zero, because ion and background together are neutral. With the potential set to zero in the solvent instead, half of it appears as the energy of the background. The intrinsic potential offset of water is not included. In this linear-response picture the cell changes $A(\lambda)$ by a quadratic in $\lambda$. That shifts both variances equally, so the variance correction cannot repair it.

**Quantum nuclei.** For a displaced quantum oscillator, completing the square still gives the shift $-\lambda^2\Lambda_s$. The potential energy is half the total, so $K\langle\delta q^2\rangle=(\hbar\omega/2)\coth(\hbar\omega/2kT)$. The ordinary variance is thus the classical one multiplied by $x\coth x>1$, with $x=\hbar\omega/2kT$, while the slope of the mean gap in each structure does not change. The relation $f'=-\beta\,\mathrm{var}$ then fails.

If the whole response is assigned to a water libration of roughly 0.080 eV, the factor is about 1.7. Using the ordinary variance would raise the correction by about 3.5 meV and turn the error from $-2.48$ to about $+1.0$ meV. The smaller magnitude is an accidental cancellation. With classical nuclei this problem does not arise.

**Sampling.** For $N$ independent configurations, the sample variance is nearly a mean of $N$ values of $(X-\langle X\rangle)^2$. Its own variance is therefore approximately $(\mu_4-\mathrm{var}^2)/N$, where $\mu_4$ is the fourth central moment. With $N=400$ at each endpoint, the standard deviation of the correction is 14.14 meV. Random sampling with 3000 repeats gives 14.20 meV. This noise is larger than the correction itself. Even so, the correction starts to lower the total root-mean-square error at about this $N$. If the small correlation between sample means and variances is neglected, the condition is a noise below $\sqrt{14.90^2-2.48^2}\approx14.7$ meV.

Noise falls as $N^{-1/2}$, so reducing it to a quarter of the correction takes about 8300 independent configurations per endpoint. For a nearly Gaussian gap the noise is proportional to the variance. Reorganisation energies near 2.3 eV would raise it about 2.8 times and the required number about eightfold. That value refers to infinite dilution. The cell formula above, taken as the difference between an optical permittivity of about 1.78 and the static 78, lowers the reorganisation energy in the 1.25 nm cell by about 0.86 eV, to about 1.4 eV. The noise then grows about 1.7 times and the required number about threefold.

**Judgement.** For these numbers the larger cell error should be treated first. The correction then begins to pay at about 400 independent configurations per endpoint, and several thousand are needed to make its noise small beside it. The break-even number rises to about 1100 for reorganisation energies near 1.4 eV and to about 2800 near 2.3 eV.

## Variation 1: one extra run at the midpoint

*How does the correction change with $n$ equal panels in $\lambda$?*

On a panel of width $h=1/n$, rescaling (2) gives

$$\int_{\lambda_j}^{\lambda_{j+1}}f\,d\lambda=\frac h2(f_j+f_{j+1})-\frac{h^2}{12}(f'_{j+1}-f'_j)+\frac{h^5}{720}f''''(\xi_j).$$

In the sum the interior slopes cancel. What remains is the correction $(\mathrm{var}_1-\mathrm{var}_0)/(12n^2kT)$, and $n$ remainders of order $h^5$ give an error of order $n^{-4}$ in place of $n^{-2}$. From 8 to 16 panels the errors of the model fall by factors of 4.007 and 16.121.

For $n=2$ the trapezoid error is $-3.259$ meV. The correction is a quarter of 12.42 meV, and it leaves $-0.155$ meV.

The midpoint run also tests the endpoint data. The cubic that matches $f$ and $f'$ at both ends predicts

$$f(\tfrac12)=T+\frac{f'(0)-f'(1)}8=T+\frac{\mathrm{var}_1-\mathrm{var}_0}{8kT},$$

which is 1.269 eV here. The two-panel result implies an actual value of 1.274 eV. A discrepancy that is large beside the correction is a warning that two endpoints do not suffice.

## Variation 2: a structural change at the endpoint

*Let $\Lambda_a=\Lambda_b=0.80$ eV and $m_a-m_b=D=0.80$ eV, with $w_b/w_a=e^{-D/kT}$, so that the structures are equally populated in the oxidised state. Does the correction help?*

Now $f=m_a-2\lambda\Lambda_a-Dp_b(\lambda)$. The linear part is integrated without error, so only the last term matters. Here $p_b(0)$ is negligible and $p_b(1)=\tfrac12$, so this term contributes $-D/4$ to the endpoint average. Its exact contribution is $-kT\ln(w_a+w_be^{D/kT})=-kT\ln(2w_a)\approx-kT\ln2$. The error is

$$-\frac D4+kT\ln2=-0.1822\ \text{eV}.$$

The variance difference is $D^2/4$, so the correction is $D^2/(48kT)=0.519$ eV. It turns the error into $+0.3368$ eV, which is larger in magnitude.

The population of $b$ rises mainly within a few multiples of $kT/D\approx0.03$ below $\lambda=1$, and the slope there does not represent the rest of the path. With $y=D/kT$ large enough to neglect $p_b(0)$, the correction does harm when

$$\frac{y^2}{48}-\frac y4+\ln2>\frac y4-\ln2,\qquad\text{or}\qquad y^2-24y+96\ln2>0 .$$

The lower root, $y\approx3.2$, is too small for $p_b(0)$ to be neglected, so the range below it has no meaning here. The upper root is $y\approx20.8$, or $D\approx0.53$ eV at this temperature, and the correction does harm above it. The midpoint test exposes the failure: for the term $-Dp_b$ the cubic predicts $-0.20+0.78=+0.58$ eV at $\lambda=\tfrac12$, where the true value is practically zero. The cure is to place intermediate runs closely enough to resolve the change of structure. The values quoted in this sheet can be compared with the numerical output below.

## Values computed for the example and the checks

```
Temperature: 298.15 K
Thermal energy kT: 0.025693 eV
Mean gap at lam=0, structure a: 2.10 eV
Mean gap at lam=0, structure b: 2.08 eV
Reorganisation energy a: 0.80 eV
Reorganisation energy b: 0.85 eV
Population of b, reduced: 0.2000
Population of b, oxidised: 0.7922
Mean gap, reduced: 2.09600 eV
Mean gap, oxidised: 0.40494 eV
Gap variance, reduced: 0.041686 eV^2
Gap variance, oxidised: 0.045514 eV^2
Exact free energy difference: 1.26537 eV
Endpoint average: 1.25047 eV
Variance correction: 0.01242 eV
Corrected estimate: 1.26288 eV
Endpoint-average error: -14.90 meV
Corrected error: -2.48 meV
Third-cumulant error integral: -14.90 meV
Fifth-cumulant error integral: -2.48 meV
Two-panel trapezoid error: -3.259 meV
Two-panel corrected error: -0.155 meV
Fluctuation order, trapezoid: 3.002
Fluctuation order, corrected: 5.002
Error ratio 8 to 16 panels, trapezoid: 4.007
Error ratio 8 to 16 panels, corrected: 16.121
Counterexample gap difference a-b: 0.80 eV
Counterexample trapezoid error: -0.1822 eV
Counterexample corrected error: 0.3368 eV
Independent samples per endpoint: 400
Correction noise, formula: 14.14 meV
Correction noise, sampled: 14.20 meV
Samples for noise = correction/4: 8303
Trapped-run corrected error: -17.03 meV
Libration quantum (rough): 0.080 eV
Quantum variance growth factor: 1.702
Quantum change of correction: 3.46 meV
Cell edge: 1.25 nm
Ion cavity radius (rough): 0.22 nm
Relative permittivity (rough): 78
Cubic lattice constant alpha: 2.837297
Cell error, lattice term: 21.0 meV
Cell error, cavity term: 73.8 meV
Cell error, total: 94.7 meV
```
